# Convergence of even-tempered Gaussian bases for the hydrogenic ground state, part 2

The hydrogen ground state $\psi=e^{-r}$ is approximated by Gaussians $g_k=\exp(-e^{t_k}r^2)$, $t_k=t_0+kh$, $k=1,\dots,N$. Hartree atomic units and a fixed point nucleus are used: $H=-\tfrac12\nabla^2-1/r$, $E_0=-\tfrac12$, $\langle\psi|\psi\rangle=\pi$. Further, $\Omega=2\pi/h$, $T=t_N+h/2$, and $\Delta E$ is the energy error. For charge $Z$, exponents and energy errors are multiplied by $Z^2$; $h$ is unchanged.

**To be proved, (b):** for smallest exponent at most $1\ \mathrm{bohr}^{-2}$, $1/N\le h\le2$ and any coefficients, $\Delta E\ge \text{const}\cdot N^{-3/2}e^{-\pi\sqrt{3N}}$ at large $N$.

**A.2.** Trapezoidal coefficients are $hv(t_k)$, where
$$e^{-r}=\int_{-\infty}^{\infty}v(t)\,e^{-e^tr^2}dt,\qquad v(t)=\frac{1}{2\sqrt\pi}\exp\!\Big(-\frac t2-\frac{e^{-t}}4\Big).$$
The infinite lattice gives $\varphi_\infty=\psi+\delta$, the finite one $\varphi=\psi+\delta-\tau-\lambda$; $\tau$ collects $k>N$, $\lambda$ collects $k\le0$.

**A.4.** With $G=\int|\nabla f|^2$, $S=\int f^2$, $V=\int f^2/r$,
$$Q[f]=\tfrac12G[f]+\tfrac12S[f]-V[f]=\langle f|H+\tfrac12|f\rangle,\qquad\Delta E=\frac{Q[\eta]}{S[\psi+\eta]}.$$

**A.5.** Alias sums run over comb harmonics $m,n\ne0$. $D^2\equiv G[\delta]\simeq4\pi^2\Omega^3e^{-\pi\Omega}$, and
$$A(h)=2\left[\frac{\pi\Omega(1+\Omega^2)}{\sinh\pi\Omega}-\frac{1+4\Omega^2}{\cosh\pi\Omega}\right]=4\pi\Omega^3e^{-2\pi^2/h}\Big(1-\frac{4}{\pi\Omega}+O(\Omega^{-2})\Big).$$

**A.6.** The gradient kernel is $e^{-(t+t')/4}K(t-t')$. With $q=e^{-3h/4}$,
$$K(\sigma)=6\pi^{3/2}\big(2\cosh\tfrac\sigma2\big)^{-5/2},\qquad\frac{G[\tau]}{2\pi}=C_he^{-3T/2},$$
$$C_h=\frac{3h^2}{4\sqrt\pi}\,\frac{\sum_dq^{|d|}\big(2\cosh\frac{dh}2\big)^{-5/2}}{2\sinh(3h/4)}\to C=0.087349\quad(h\to0).$$

**A.7.** For $Y=e^{-t_0}=6\pi^2/h$, the diffuse end costs the range $\ln(3\pi\Omega)$:
$$T=(N+\tfrac12)h-\ln(3\pi\Omega),\qquad\Delta E\simeq A(h)+B(h),\qquad B(h)=Ce^{-3T/2},$$
$$\frac{Q[\lambda]}\pi\simeq\frac{h^2Y}{4\pi^2}\,e^{-Y/2}\,Q[g]\big|_{y=Y},$$
$$Q[g]=\tfrac12\pi^{3/2}\big[6\cdot2^{-5/2}y^{1/2}+(y/2)^{3/2}\big]-\pi y .$$

**A.8.** With $\Omega_0=\sqrt{3(N+\tfrac12)}$, $h_0=2\pi/\Omega_0$, $a=\pi\Omega_0$, $A_0=4\pi\Omega_0^3$, $B_0=C(3\pi\Omega_0)^{3/2}$, the best step is $h_0(1+\epsilon)$, where $A$ and $B$ are equal to leading order:
$$\epsilon=\frac{\ln(B_0/A_0)}{2\pi\Omega_0},\qquad\Delta E\simeq2\sqrt{A_0B_0}\,e^{-\pi\Omega_0}.$$
This is formula (a), also an upper bound for the Rayleigh–Ritz error.

**A.9.** With $d$ the distance of $\psi$ from the span in the norm $\sqrt G$,
$$\Delta E\ge\frac{X}{\pi+8X/3},\qquad X=\tfrac3{28}d^2 .$$

## A.10 Best approximation on the infinite lattice

Let $u_t=e^{t/4}e^{-e^tr^2}$, whose gradient inner product is $K(t-t')$ by A.6. With $x=e^\sigma$, $(2\cosh\frac\sigma2)^{-5/2}=x^{5/4}(1+x)^{-5/2}$, so the Fourier transform is a Beta function:

$$\hat K(\omega)=6\pi^{3/2}\frac{|\Gamma(\frac54+i\omega)|^2}{\Gamma(\frac52)}=8\pi|\Gamma(\tfrac54+i\omega)|^2\simeq16\pi^2|\omega|^{3/2}e^{-\pi|\omega|}.$$

In terms of $u_t$ the weight of $\psi$ is $w=ve^{-t/4}$, and with $y=e^{-t}$

$$\hat w(\omega)=\frac{4^{3/4+i\omega}\,\Gamma(\frac34+i\omega)}{2\sqrt\pi},\qquad|\hat w|^2\simeq4|\omega|^{1/2}e^{-\pi|\omega|}.$$

For $f=\int\mu(t)u_t\,dt$, Plancherel's theorem gives $G[f]=\frac1{2\pi}\int\hat K|\hat\mu|^2d\omega$. A lattice combination has $\hat\mu=e^{-i\omega t_0}P(\omega)$ with $P$ an arbitrary function of period $\Omega$. Fold the integral into $|\omega|<\Omega/2$ and define $K_j=\hat K(\omega+j\Omega)$, $c_j=e^{ij\Omega t_0}\hat w(\omega+j\Omega)$. Multiplying the error at $\omega+j\Omega$ by the phase $e^{ij\Omega t_0}$ turns the integrand into $\sum_jK_j|c_j-z|^2$ with one free number $z=e^{-i\omega t_0}P$. The minimum is at the weighted mean $z=\sum K_jc_j/\sum K_j$ and equals $\sum K_j|c_j|^2-|\sum K_jc_j|^2/\sum K_j$; writing the numerator as a double sum and pairing $(j,k)$ with $(k,j)$ gives

$$d_\infty^2=\frac1{2\pi}\int_{-\Omega/2}^{\Omega/2}\frac{\sum_{j<k}K_jK_k|c_j-c_k|^2}{\sum_jK_j}\,d\omega .$$

For large $\Omega$ and $0<\omega<\Omega/2$, at a distance of more than $O(1)$ from both ends, $K_0\gg K_{-1}\gg K_{1}$ and $|c_0|\gg|c_{-1}|$, so the integrand is $K_{-1}|c_0|^2\simeq64\pi^2(\Omega-\omega)^{3/2}\omega^{1/2}e^{-\pi\Omega}$. The exponentials combine to a constant across the zone. In the end regions the integrand is at most of the order $\Omega^2e^{-\pi\Omega}$ reached in the interior, and they contribute a relative $O(1/\Omega)$. With $\Omega-\omega=\Omega(1+u)/2$,

$$\int_0^{\Omega/2}(\Omega-\omega)^{3/2}\omega^{1/2}d\omega=\frac{\Omega^3}8\int_0^1(1+u)\sqrt{1-u^2}\,du=\frac{\Omega^3}{8}\Big(\frac\pi4+\frac13\Big).$$

Both halves of the zone give $d_\infty^2\simeq\frac{2}{2\pi}\,64\pi^2\cdot\frac18(\frac\pi4+\frac13)\Omega^3e^{-\pi\Omega}$, and division by $D^2\simeq4\pi^2\Omega^3e^{-\pi\Omega}$ gives

$$d_\infty^2/D^2\to\tfrac12+\tfrac2{3\pi}=0.7122 .$$

Midpoint quadrature of the formula at $h=0.1$, $t_0=0.3$ gives the ratio $0.7221$. On the infinite lattice free coefficients improve on the trapezoidal rule by a constant factor in this norm.

The distance for a finite basis is $d^2=\pi-b^{\rm T}\mathsf K^{-1}b$, with $\mathsf K_{jk}=K(t_j-t_k)$, $G[\psi]=\pi$ and $b_k=8\pi s^{5/4}I_3(s)$ at $s=e^{t_k}$, from $s^{1/4}\cdot4\pi\int2sr\,e^{-sr^2}e^{-r}r^2dr$. The moments $I_n=\int_0^\infty r^ne^{-sr^2-r}dr$ follow from $I_0=\sqrt{\pi/4s}\,e^{1/4s}\operatorname{erfc}(1/2\sqrt s)$, by completing the square, and from integrating $\frac{d}{dr}(r^ne^{-sr^2-r})$: $2sI_1=1-I_0$ and $2sI_{n+1}=nI_{n-1}-I_n$. The recurrence divides a difference by $2s$ at each step and needs extended precision for small $s$. For $t_0=0.3$ and a lattice from about $-15$ to $26$, this route and the zone integral both give $d_\infty^2=3.51421\times10^{-4}$ bohr at $h=1.2$ and $2.73393\times10^{-7}$ bohr at $h=0.8$, where the alias sums give $D^2=4.28971\times10^{-4}$ and $3.76478\times10^{-7}$ bohr.

## A.11 The half lattice

The functions below $T$ are not orthogonal to the tail in the gradient inner product, so with free coefficients they can absorb part of it. Relabel $t_k=T+(k-\tfrac12)h$, so that $k\le0$ is kept, and take the geometric tail $\tau_0=\alpha\sum_{k\ge1}q^ku_k$ with $\alpha=h\,e^{-3T/4}q^{-1/2}/2\sqrt\pi$. The Gram matrix is Toeplitz, $K((j-k)h)=\frac1{2\pi}\int_{-\pi}^\pi\mathcal G(\theta)e^{i(j-k)\theta}d\theta$, and Poisson summation gives its symbol

$$\mathcal G(\theta)=\sum_dK(dh)e^{-id\theta}=\frac1h\sum_j\hat K\Big(\frac{\theta+2\pi j}h\Big)>0 .$$

The Szegő factorisation proceeds as follows. Expand the even, analytic function $\ln\mathcal G=\ell_0+2\sum_{n\ge1}\ell_n\cos n\theta$ and set $\Phi(z)=\exp(\ell_0/2+\sum_{n\ge1}\ell_nz^n)=\sum_{j\ge0}\phi_jz^j$. Then $|\Phi(e^{i\theta})|^2=\mathcal G$, and $1/\Phi$ is also a power series in $z$. Represent $u_k$ by $e^{-ik\theta}\Phi(e^{i\theta})$ in $L^2(d\theta/2\pi)$, which reproduces the Gram matrix, and let $e_m$ be the orthonormal functions $e^{-im\theta}$. Then $u_k=\sum_{j\geq0}\phi_je_{k-j}$, and by the series for $1/\Phi$ each $e_m$ is a combination of $u_k$ with $k\le m$. The spans for $k\le0$ and $m\le0$ coincide, so the squared distance is the sum of the squared components on $e_m$, $m\ge1$. Each is $\alpha\sum_{k\ge m}q^k\phi_{k-m}=\alpha q^m\Phi(q)$, and the sum is $\alpha^2\Phi(q)^2q^2/(1-q^2)$. Finally $\ln\Phi(q)^2=\ell_0+2\sum\ell_nq^n$ is the average $P_q[\ln\mathcal G]$ with the Poisson kernel $1+2\sum q^n\cos n\theta=(1-q^2)/(1-2q\cos\theta+q^2)$. Hence

$$d_{\rm cut}^2=\frac{h^2e^{-3T/2}}{8\pi\sinh(3h/4)}\exp P_q[\ln\mathcal G].$$

For small $h$: $\hat K(\omega)$ lies between two constant multiples of $(1+|\omega|)^{3/2}e^{-\pi|\omega|}$, and for $|\theta|\le\pi$ the images $j\ne0$ add at most a bounded multiple of the term $j=0$. So $\ln\mathcal G=-\ln h-\pi|\theta|/h+\tfrac32\ln(1+|\theta|/h)+O(1)$. Put $\eta=3h/4$. From $|\theta|=\frac4\pi\sum_{n\ \rm odd}(1-\cos n\theta)/n^2$, the average replaces $\cos n\theta$ by $e^{-n\eta}$. The $\eta$-derivative of the sum is $\sum_{\rm odd}e^{-n\eta}/n=\tfrac12\ln\coth\frac\eta2\simeq\tfrac12\ln\frac2\eta$, and integration from $\eta=0$ gives $P_q[|\theta|]\simeq\frac{2\eta}\pi(\ln\frac2\eta+1)$. Multiplied by $-\pi/h$ this is $-\tfrac32\ln\frac{8e}{3h}$. The logarithmic term has a bounded average: the kernel equals $\sinh\eta/(\cosh\eta-\cos\theta)$, whose denominator is at least $\eta^2/2+2\theta^2/\pi^2$, so with $\theta=h\omega$ the average is below a constant times the convergent $\int\ln(1+|\omega|)/(1+\omega^2)\,d\omega$. Collecting the powers $h\cdot h^{-1}\cdot h^{3/2}$, $d_{\rm cut}^2$ lies between two constant multiples of $h^{3/2}e^{-3T/2}$. The symbol is as small as $e^{-\pi^2/h}$ at the zone edge, but the kernel has width $\eta$ in $\theta$ and gives the edge little weight; the gain over the raw tail $2\pi C_he^{-3T/2}$ is a power of $h$.

Periodic midpoint quadrature of the formula and projection with the explicit Gram matrix both give $d_{\rm cut}^2e^{3T/2}=0.338961$ bohr at $h=1.2$ and $0.229665$ bohr at $h=0.8$, against raw tails $2\pi C_h=0.532420$ and $0.541204$ bohr. The logarithmic slope of the formula between $h=0.01$ and $0.02$ is $1.4938$.

## A.12 The lower bound

Take $h_0=2\pi/\sqrt{3N}$ here. Every finite basis lies inside its infinite lattice, so $d\ge d_\infty$. There is a constant with $d_\infty^2\ge c_1\Omega^3e^{-\pi\Omega}$ for all $h\le2$ and all $t_0$: for small $h$ by A.10, and on the remaining compact set of $(h,t_0\bmod h)$ because $d_\infty$ is continuous and positive, $|c_0|$ and $|c_{-1}|$ being different functions of $\omega$. The function $\Omega^3e^{-\pi\Omega}$ decreases for $\Omega>3/\pi$, and $h\le2$ means $\Omega\ge\pi$. For $h\ge h_0$, therefore, $d^2\ge c_1(3N)^{3/2}e^{-\pi\sqrt{3N}}$.

For $1/N\le h\le h_0$, the condition $t_1\le0$ gives $T\le(N-\tfrac12)h<Nh_0$. Enlarge the basis to the half lattice ending at a $T'$ with $Nh_0\le T'<Nh_0+h$, which can only lower $d$. The part of $\varphi_\infty$ below $T'$ lies in the span, so the distance of $\varphi_\infty$ is the distance $d_\tau$ of the true tail, and $d\ge d_\tau-D$ by the triangle inequality. With $D\le\kappa_0d_\infty\le\kappa_0d$, where $\kappa_0$ is bounded by A.10, $d\ge d_\tau/(1+\kappa_0)$. The true tail differs from $\tau_0$ by coefficient factors $1-e^{-y/4}\le e^{-T'}/4$, so by positivity of the kernel the difference has a norm of at most $\tfrac14e^{-T'}\sqrt{2\pi C_h}\,e^{-3T'/4}$. This is negligible against $d_{\rm cut}\propto h^{3/4}e^{-3T'/4}$, because $e^{-T'}\le e^{-2\pi\sqrt{N/3}}$ and $h^{3/4}\ge N^{-3/4}$. With $\tfrac32Nh_0=\pi\sqrt{3N}$, $d^2\ge c_2N^{-3/2}e^{-\pi\sqrt{3N}}$, and A.9 gives (b).

The bound weakens without limit as $h\to0$, since $d_{\rm cut}\to0$; that corner, bases whose exponents all exceed 1, and exponents that are not in geometric progression are not covered. The factor $e^{-3T/2}$ comes from the cusp of a point nucleus and of an s state, and the result is not claimed for other cases.

If the Ritz optimum within the class of (b) behaves as a power of $N$ times $e^{-\pi\sqrt{3N}}$, that power lies between $-\tfrac32$ and $\tfrac98$. For the half lattice with $h=0.8$, $T=6$ and 28 functions, the Gram route gives $d^2=2.8614\times10^{-5}$ bohr while $d_\infty^2+d_{\rm cut}^2=2.8623\times10^{-5}$ bohr. If this additivity holds in general and the diffuse end costs the same range as in A.7, then $B_0$ loses the factor $\Omega_0^{3/2}$ and the power is $N^{3/4}$; this is a conjecture.

## A.13 Implementation

For a given $N$, find $h$ by minimising $\ln(A+B)$ in one variable, or use $h_0(1+\epsilon)$; set $t_0=-\ln(6\pi^2/h)$, exponents $Z^2e^{t_0+kh}$ and, if wanted, coefficients $hv(t_k)$. Evaluate the error as $Q[\varphi]/S[\varphi]$, which is exact by A.4 and avoids subtracting $E_0$ afterwards; its terms are of order 1, so errors near the rounding unit need extended precision. For Ritz coefficients, scale the basis to unit diagonal of $\tfrac12G+S$ and take the largest eigenvalue $\mu=1/(E+1)$ of $Sx=\mu(H+S)x$, where the matrix $H+S$ is positive because $H+1\ge\tfrac12$. The condition number of the gradient Gram matrix is bounded by the ratio of the extremes of $\mathcal G$, of order $h^{3/2}e^{\pi^2/h}$, which at $h_0$ grows as $e^{\pi\sqrt{3N}/2}$ up to a power.

## A.14 Worked example

**Hydrogen, $N=20$, trapezoidal coefficients.** $\Omega_0=\sqrt{61.5}=7.8422$, $h_0=2\pi/7.8422=0.8012$, $\pi\Omega_0=24.637$. Then $A_0=4\pi(7.8422)^3=6060.7$ and $B_0=0.087349\,(3\pi\cdot7.8422)^{3/2}=55.50$ hartree. So $\epsilon=\ln(55.50/6060.7)/(2\cdot24.637)=-0.0952$, $h_0(1+\epsilon)=0.7249$, and the asymptotic error is $2\sqrt{6060.7\cdot55.50}\;e^{-24.637}=1160\cdot1.9966\times10^{-11}=2.316\times10^{-8}$ hartree.

Bounded scalar minimisation of $\ln(A+B)$ gives $h=0.7285$, so $\Omega=8.6247$ and the ratio is $e^h=2.0720$. Then $t_0=-\ln(3\pi\cdot8.6247)=-\ln81.29=-4.3980$, $T=t_0+20.5h=10.5366$, and the exponents run from $e^{t_0+h}=0.02549$ to $e^{t_0+20h}=2.617\times10^4\ \mathrm{bohr}^{-2}$. With $\pi\Omega=27.095$ and $\Omega^2=74.39$,

$$A=4\,(27.095\cdot75.39-298.5)\,e^{-27.095}=6976\cdot1.709\times10^{-12}=1.192\times10^{-8},$$
$$B=0.087349\,e^{-1.5\cdot10.5366}=0.087349\cdot1.368\times10^{-7}=1.195\times10^{-8},$$

in hartree, nearly equal as A.8 requires. The diffuse part, from the first-term formula with $Y=81.29$, is $1.093\cdot493\cdot e^{-40.64}=1.20\times10^{-15}$ hartree. The sum $A+B=2.387\times10^{-8}$ hartree compares with $\Delta E=2.352\times10^{-8}$ hartree $=6.40\times10^{-7}$ eV from explicit 50-digit double sums, which is lower by $1.5\%$ of $A+B$. The largest terms left out of $A+B$ are $C_h-C$ and the Coulomb part of the tail, both negative, and the off-diagonal aliases, of either sign.

**Other $N$.** The same procedure gives, with energies in hartree:

| $N$ | $h$ | explicit | $A+B$ | formula (a) |
|---|---|---|---|---|
| 10 | 0.9958 | $1.2227\times10^{-5}$ | $1.2572\times10^{-5}$ | $1.2023\times10^{-5}$ |
| 20 | 0.7285 | $2.3521\times10^{-8}$ | $2.3870\times10^{-8}$ | $2.3161\times10^{-8}$ |
| 40 | 0.5286 | $2.3004\times10^{-12}$ | $2.3227\times10^{-12}$ | $2.2803\times10^{-12}$ |
| 80 | 0.3812 | $3.4084\times10^{-18}$ | $3.4210\times10^{-18}$ | $3.3882\times10^{-18}$ |
| 160 | 0.2736 | $1.3586\times10^{-26}$ | $1.3576\times10^{-26}$ | $1.3528\times10^{-26}$ |

Formula (a) lies below the explicit value by $1.7\%$ of it at $N=10$ and by $0.4\%$ at $N=160$, but this closeness is a cancellation. With $L=\ln(A_0/B_0)$, so that $\epsilon=-L/2a$, the relative corrections dropped in A.8, averaged over the two equal terms, are $-\tfrac94\epsilon=9L/8a$ from the powers of $\Omega$, $-\tfrac12a\epsilon^2=-L^2/8a$ from the exponent of $A$, and $-2/a$ from the factor $1-4/\pi\Omega$. They are $+21\%$, $-11\%$, $-8\%$ at $N=20$ and $+10\%$, $-7\%$, $-3\%$ at $N=160$. Their sum vanishes at $L\approx6.6$, close to the value $6.2$ at $N=160$, so the agreement here, and that of the corrected slope below, is better than the size of the separate terms would suggest. The slope of $-\ln\Delta E$ against $\sqrt{N+\tfrac12}$ between $N=80$ and $160$ is $5.2318$; after division of $\Delta E$ by $\Omega_0^{9/4}$ it is $5.4418$, to be compared with $\pi\sqrt3=5.4414$. A fit of $\exp(-c\sqrt N)$ without the power gives too small a $c$ even at these sizes.

**Ritz coefficients.** The Ritz error was minimised over $(t_0,h)$ by the Nelder–Mead method from two starting points. The last column is the bound of A.9 with the $d^2$ of the same basis.

| $N$ | $h$ | smallest exponent / bohr$^{-2}$ | $\Delta E$ / hartree | lower bound / hartree |
|---|---|---|---|---|
| 10 | 0.9512 | 0.07482 | $4.888\times10^{-6}$ | $8.91\times10^{-7}$ |
| 20 | 0.7036 | 0.04577 | $7.619\times10^{-9}$ | $1.39\times10^{-9}$ |
| 30 | 0.5872 | 0.02740 | $5.414\times10^{-11}$ | $9.69\times10^{-12}$ |

Against the trapezoidal values the gain is a factor $12.227/4.888=2.5$ at $N=10$ and $23.521/7.619=3.1$ at $N=20$. Only part of this is due to the free coefficients: in the unchanged trapezoidal bases the Ritz errors are $7.355\times10^{-6}$ and $1.178\times10^{-8}$ hartree, gains of $1.7$ and $2.0$, and the rest comes from re-optimising $t_0$ and $h$. The slope against $\sqrt N$ between $N=20$ and $30$ is only $4.92$. A prefactor $N^p$ lowers that slope by $p\ln1.5/(\sqrt{30}-\sqrt{20})=0.40\,p$, so the shortfall of $0.52$ would need $p\approx1.3$, above the asymptotic ceiling $\tfrac98$. Part of the excess comes from the abscissa: formula (a), which depends on $N+\tfrac12$, itself has the slope $4.94$ against $\sqrt N$ over this interval, and in terms of $N+\tfrac12$ the required power is $p\approx1.2$, only slightly above $\tfrac98$. The minima found are local, so the tabulated errors are upper bounds on the true optimum. A power inferred from one such interval is a local value and need not equal the asymptotic one. These three points do not determine the Ritz power.

**He$^+$.** With $Z=2$ and a fixed point nucleus, the $N=10$ Ritz exponents are multiplied by 4 and run from $4\cdot0.07482=0.2993$ to $1562.9\ \mathrm{bohr}^{-2}$. Diagonalising the one-electron kinetic and nuclear-attraction matrices in this basis gives $E=-1.999980448$ hartree. The error relative to the exact nonrelativistic $-2$ hartree is $1.955\times10^{-5}$ hartree $=5.32\times10^{-4}$ eV, equal to $4\cdot4.888\times10^{-6}$ hartree as the $Z^2$ scaling requires.

Numbers in the example were calculated in double precision.
